**Thin-wire limit of the conductivity of a diffuse elliptical wire**

The program tests σ/σ0 → 4bK(e)/(πλ) for a/λ → 0 at fixed shape, where a ≥ b are the semi-axes, e is the eccentricity, K is the complete elliptic integral of modulus e, λ is the bulk mean free path and σ0 is the bulk conductivity. It asserts that wall distances found by tracing rays over the cross-section agree with the formula containing K, and that the full kinetic integral agrees with a Monte Carlo of free flights. It also asserts that the integral approaches the limit, with the predicted next term, and that the limit fails for a wide flat wire with b ≪ λ but a > λ. For a = 5 nm, b = 2.5 nm and λ = 40 nm, the limit is 0.172 and the full value is 0.139. At λ = 300 nm the two are 0.0229 and 0.0219. Further output sizes the effects of partly specular walls, grain boundaries, size quantization and working temperature for the same wire. The non-spherical Fermi surface of copper is not included.

## Program and output

```python
"""
Thin diffuse elliptical wire: conductivity relative to bulk.
Result under test, for a/lam -> 0 at fixed shape:
    sigma/sigma0 -> 4 b K(e) / (pi lam)
a >= b : semi-axes;  e = sqrt(1 - b^2/a^2) : eccentricity
K      : complete elliptic integral of modulus e (scipy's ellipk takes e^2)
lam    : bulk mean free path;  sigma0 : bulk conductivity
Model  : Boltzmann equation, spherical Fermi surface, field along the axis,
         fully diffuse walls.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import ellipk, ellipe, jn_zeros

pi = np.pi
gamma = np.euler_gamma


def gauss01(n):
    """Gauss-Legendre nodes and weights on (0, 1)."""
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (x + 1), 0.5 * w


def thin_limit(a, b, lam):
    return 4 * b * ellipk(1 - (b / a) ** 2) / (pi * lam)


def next_term(a, b, lam):
    return -1.5 * a * b / lam**2 * (np.log(4 * lam / (a + b)) + 0.25 - gamma)


def kinetic_ratio(a, b, lam, grain=0.0, n_phi=80, n_gauss=24, n_theta=60):
    """Full kinetic integral for sigma/sigma0, summed over chords.
    grain: grain-boundary strength; the scattering rate is multiplied
    by 1 + grain/|cos(theta)|."""
    # angle in the cross-section, nodes clustered for flat ellipses
    k = np.sqrt(b / a)
    chi = (np.arange(n_phi) + 0.5) * pi / (2 * n_phi)
    phi = np.arctan(k * np.tan(chi))
    w_phi = k / (np.cos(chi)**2 + (k * np.sin(chi))**2) * pi / (2 * n_phi)
    half_width = np.sqrt((a * np.sin(phi))**2 + (b * np.cos(phi))**2)
    u, w = gauss01(n_gauss)
    alpha, w_alpha = u * pi / 2, w * pi / 2
    chord = 2 * a * b / half_width[:, None] * np.cos(alpha)
    w_chord = (4 * w_phi * half_width)[:, None] * 2 * np.cos(alpha) * w_alpha
    x = chord[:, :, None] * u / lam
    w_x = w_chord[:, :, None] * chord[:, :, None] * w
    # polar angle, nodes clustered at grazing flight along the axis
    v, wv = gauss01(n_theta)
    total = 0.0
    for theta, wt in zip(pi / 2 * v**3, 1.5 * pi * v**2 * wv):
        rate = 1 + grain / np.cos(theta)
        gain = -np.expm1(-x * rate / np.sin(theta)) / rate
        total += 2 * wt * np.sin(theta) * np.cos(theta)**2 * np.sum(w_x * gain)
    return 3 * total / (4 * pi * pi * a * b)


def back_distance(x, y, phi, a, b):
    """Distance in the cross-section from (x, y) back to the wall."""
    ux, uy = np.cos(phi), np.sin(phi)
    qa = (ux / a)**2 + (uy / b)**2
    qb = x * ux / a**2 + y * uy / b**2
    qc = (x / a)**2 + (y / b)**2 - 1
    return (qb + np.sqrt(qb**2 - qa * qc)) / qa


def specular_factor(a, b, p, n=200, bounces=30):
    """Thin-limit gain in conductivity when a fraction p of wall hits is
    specular, from reflected paths followed in the ellipse."""
    phi = (np.arange(n) + 0.5)[:, None] * 2 * pi / n
    alpha = ((np.arange(n) + 0.5) / n - 0.5)[None, :] * pi
    ux = np.cos(phi) + 0 * alpha
    uy = np.sin(phi) + 0 * alpha
    width = np.sqrt((a * uy)**2 + (b * ux)**2)
    x, y = -uy * width * np.sin(alpha), ux * width * np.sin(alpha)
    weight = width * np.cos(alpha)
    ahead = back_distance(x, y, phi + pi, a, b)
    first = ahead + back_distance(x, y, phi, a, b)
    x, y = x + ahead * ux, y + ahead * uy
    path = first / 2
    for j in range(1, bounces + 1):
        nx, ny = x / a**2, y / b**2
        norm = np.hypot(nx, ny)
        nx, ny = nx / norm, ny / norm
        dot = ux * nx + uy * ny
        ux, uy = ux - 2 * dot * nx, uy - 2 * dot * ny
        step = (-2 * (x * ux / a**2 + y * uy / b**2)
                / ((ux / a)**2 + (uy / b)**2))
        x, y = x + step * ux, y + step * uy
        path = path + p**j * step
    return np.sum(weight * first * path) / np.sum(weight * first**2 / 2)


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# ---------- example parameters (rough values for copper) ----------
a, b = 5.0, 2.5                    # nm
lam, lam_cold = 40.0, 300.0        # nm, near 298 K and near 77 K
density = 8.5e28                   # 1/m^3
T_room, T_hot = 298.0, 378.0       # K
p_spec = 0.2                       # specular fraction
grain_size, grain_reflect = 10.0, 0.3   # nm, reflection probability
ecc = np.sqrt(1 - (b / a)**2)
K = ellipk(ecc**2)

# ---------- test: kinetic equation along one path ----------
sol = solve_ivp(lambda l, g: 1 - g / 1.7, (0, 2.3), [0.0],
                rtol=1e-10, atol=1e-12)
assert abs(sol.y[0, -1] - 1.7 * (1 - np.exp(-2.3 / 1.7))) < 1e-7

# ---------- test: wall distances over the area, by rays ----------
n = 300
r = np.sqrt((np.arange(n) + 0.5) / n)[:, None]
psi = ((np.arange(n) + 0.5) * 2 * pi / n)[None, :]
px, py = a * r * np.cos(psi), b * r * np.sin(psi)
n_dir = 48
ray_sum, worst_direction = 0.0, 0.0
for phi in (np.arange(n_dir) + 0.5) * 2 * pi / n_dir:
    by_rays = pi * a * b * np.mean(back_distance(px, py, phi, a, b))
    formula = 8 / 3 * (a * b)**2 / np.hypot(a * np.sin(phi), b * np.cos(phi))
    worst_direction = max(worst_direction, abs(by_rays / formula - 1))
    ray_sum += by_rays * 2 * pi / n_dir
ray_formula = 32 / 3 * a * b**2 * K
assert worst_direction < 2e-3      # midpoint grid, square-root edge
assert abs(ray_sum / ray_formula - 1) < 2e-3

# ---------- test: polar integral for short wall distance ----------
xs = 0.01
polar = 2 * quad(lambda t: np.sin(t) * np.cos(t)**2
                 * -np.expm1(-xs / np.sin(t)), 0, pi / 2,
                 points=[0.003, 0.01, 0.05, 0.3], epsabs=1e-13, limit=300)[0]
deficit = pi * xs / 2 - polar
deficit_formula = xs**2 * (np.log(1 / xs) + 0.5 - gamma + np.log(2))
assert abs(deficit / deficit_formula - 1) < 3e-3   # next order is xs^3

# ---------- test: full integral against free-flight Monte Carlo ----------
full = kinetic_ratio(a, b, lam)
finer = kinetic_ratio(a, b, lam, n_phi=120, n_gauss=36, n_theta=90)
assert abs(full - finer) < 1e-5
rng = np.random.default_rng(7)
m = 2_000_000
r = np.sqrt(rng.random(m))
psi = 2 * pi * rng.random(m)
mu = 2 * rng.random(m) - 1
wall = back_distance(a * r * np.cos(psi), b * r * np.sin(psi),
                     2 * pi * rng.random(m), a, b) / np.sqrt(1 - mu**2)
sample = 3 * mu**2 * np.minimum(wall, rng.exponential(lam, m)) / lam
mc, mc_err = sample.mean(), sample.std() / np.sqrt(m)
assert abs(mc - full) < 4 * mc_err

# ---------- test: the limit and its next term ----------
scales = [8, 30, 100, 1000]
approach = [kinetic_ratio(a, b, q * a) / thin_limit(a, b, q * a)
            for q in scales]
assert all(np.diff(approach) > 0) and abs(approach[-1] - 1) < 5e-3
for aa, bb in [(1.0, 1.0), (1.0, 0.5), (1.0, 0.25)]:
    gap = kinetic_ratio(aa, bb, 100.0) - thin_limit(aa, bb, 100.0)
    assert abs(gap / next_term(aa, bb, 100.0) - 1) < 5e-3

# ---------- test: b << lam alone is not enough ----------
flat_full = kinetic_ratio(10.0, 0.05, 1.0, n_phi=200)
flat_limit = thin_limit(10.0, 0.05, 1.0)
assert flat_full < 0.8 * flat_limit

# ---------- test: arithmetic-geometric mean form ----------
g1, g2 = a, b
for _ in range(8):
    g1, g2 = (g1 + g2) / 2, np.sqrt(g1 * g2)
assert abs(2 * a * b / (g1 * lam) / thin_limit(a, b, lam) - 1) < 1e-12
circle = thin_limit(np.sqrt(a * b), np.sqrt(a * b), lam)
assert circle > thin_limit(a, b, lam)

# ---------- test: tools for the neglected effects ----------
spec_bound = (1 + p_spec) / (1 - p_spec)
assert abs(specular_factor(1.0, 1.0, p_spec) - spec_bound) < 1e-6
spec = specular_factor(a, b, p_spec)
assert 1 < spec < spec_bound
strength = lam / grain_size * grain_reflect / (1 - grain_reflect)
grain_bulk = 3 * quad(lambda c: c**3 / (c + strength), 0, 1)[0]
thick = kinetic_ratio(200.0, 200.0, 1.0, grain=strength)
assert abs(thick / grain_bulk - 1) < 0.01    # thick wire, coarse wall layer
zeros = [jn_zeros(order, 22) for order in range(62)]
lost = []
for kR in np.linspace(40, 60, 201):
    modes = sum((1 if j == 0 else 2) * np.sum(z < kR)
                for j, z in enumerate(zeros))
    lost.append((kR**2 / 4 - modes) / (kR / 2))
assert abs(np.mean(lost) - 1) < 0.1          # mode count in a round wire

# ---------- worked example ----------
kF = (3 * pi**2 * density)**(1 / 3)
sigma_per_path = density * const.e**2 / (const.hbar * kF)   # S/m per m


def resistivity(ratio, path_nm):
    """Resistivity in microohm cm."""
    return 1e8 / (sigma_per_path * path_nm * 1e-9 * ratio)


limit, second = thin_limit(a, b, lam), next_term(a, b, lam)
cold = kinetic_ratio(a, b, lam_cold)
lam_hot = lam * T_room / T_hot
hot = kinetic_ratio(a, b, lam_hot)
with_grains = kinetic_ratio(a, b, lam, grain=strength)
area, perimeter = pi * a * b, 4 * a * ellipe(ecc**2)
kF_nm = kF * 1e-9
rho_room, rho_hot = resistivity(full, lam), resistivity(hot, lam_hot)

show("semi-axis a", a, "nm", ".1f")
show("semi-axis b", b, "nm", ".1f")
show("mean free path, room (rough)", lam, "nm", ".0f")
show("mean free path, cold (rough)", lam_cold, "nm", ".0f")
show("electron density (rough)", density, "1/m^3", ".2e")
show("eccentricity e", ecc)
show("K(e)", K)
show("distance integral by rays", ray_sum, "nm^3", ".2f")
show("distance integral by formula", ray_formula, "nm^3", ".2f")
show("thin limit of sigma/sigma0, room", limit)
show("next term, room", second)
show("limit plus next term, room", limit + second)
show("full kinetic sigma/sigma0, room", full)
show("Monte Carlo sigma/sigma0, room", mc)
show("Monte Carlo standard error", mc_err, "", ".5f")
show("thin limit over full value, room", limit / full, "", ".3f")
show("thin limit of sigma/sigma0, cold", thin_limit(a, b, lam_cold), "", ".5f")
show("full kinetic sigma/sigma0, cold", cold, "", ".5f")
show("thin limit, circle of equal area, room", circle)
for q, value in zip(scales, approach):
    show(f"full value over thin limit at lam/a = {q}", value)
show("flat wire a=10 lam, b=0.05 lam: full", flat_full)
show("flat wire a=10 lam, b=0.05 lam: formula", flat_limit)
show("Fermi wave vector", kF_nm, "1/nm", ".2f")
show("bulk resistivity, room", resistivity(1, lam), "microohm cm", ".2f")
show("bulk resistivity, cold", resistivity(1, lam_cold), "microohm cm", ".3f")
show("wire resistivity, thin limit", resistivity(limit, lam),
     "microohm cm", ".2f")
show("wire resistivity, full, room", rho_room, "microohm cm", ".2f")
show("wire resistivity, full, cold", resistivity(cold, lam_cold),
     "microohm cm", ".2f")
show("specular fraction tried", p_spec, "", ".1f")
show("thin-limit conductivity gain from it", spec, "", ".3f")
show("upper bound (1+p)/(1-p)", spec_bound, "", ".3f")
show("grain size tried", grain_size, "nm", ".0f")
show("grain-boundary reflection tried", grain_reflect, "", ".1f")
show("grain-boundary strength", strength, "", ".3f")
show("sigma/sigma0 with grains and walls", with_grains)
show("wire resistivity with grains", resistivity(with_grains, lam),
     "microohm cm", ".2f")
show("transverse modes, area term", area * kF_nm**2 / (4 * pi), "", ".0f")
show("modes lost at the boundary", perimeter * kF_nm / (4 * pi), "", ".0f")
show("fraction of modes lost", 100 * perimeter / (area * kF_nm), "%", ".1f")
show("room temperature", T_room, "K", ".0f")
show("working temperature tried", T_hot, "K", ".0f")
show("mean free path when hot", lam_hot, "nm", ".1f")
show("bulk resistivity rise when hot", 100 * (lam / lam_hot - 1), "%", ".1f")
show("wire resistivity rise when hot", 100 * (rho_hot / rho_room - 1),
     "%", ".1f")
assert 0 < rho_hot / rho_room - 1 < lam / lam_hot - 1
print("every check passed")
```

Output:

```
semi-axis a: 5.0 nm
semi-axis b: 2.5 nm
mean free path, room (rough): 40 nm
mean free path, cold (rough): 300 nm
electron density (rough): 8.50e+28 1/m^3
eccentricity e: 0.8660
K(e): 2.1565
distance integral by rays: 718.84 nm^3
distance integral by formula: 718.84 nm^3
thin limit of sigma/sigma0, room: 0.1716
next term, room: -0.0320
limit plus next term, room: 0.1396
full kinetic sigma/sigma0, room: 0.1388
Monte Carlo sigma/sigma0, room: 0.1387
Monte Carlo standard error: 0.00021
thin limit over full value, room: 1.236
thin limit of sigma/sigma0, cold: 0.02288
full kinetic sigma/sigma0, cold: 0.02189
thin limit, circle of equal area, room: 0.1768
full value over thin limit at lam/a = 8: 0.8089
full value over thin limit at lam/a = 30: 0.9258
full value over thin limit at lam/a = 100: 0.9712
full value over thin limit at lam/a = 1000: 0.9959
flat wire a=10 lam, b=0.05 lam: full: 0.1858
flat wire a=10 lam, b=0.05 lam: formula: 0.4256
Fermi wave vector: 13.60 1/nm
bulk resistivity, room: 1.64 microohm cm
bulk resistivity, cold: 0.219 microohm cm
wire resistivity, thin limit: 9.58 microohm cm
wire resistivity, full, room: 11.84 microohm cm
wire resistivity, full, cold: 10.01 microohm cm
specular fraction tried: 0.2
thin-limit conductivity gain from it: 1.432
upper bound (1+p)/(1-p): 1.500
grain size tried: 10 nm
grain-boundary reflection tried: 0.3
grain-boundary strength: 1.714
sigma/sigma0 with grains and walls: 0.1073
wire resistivity with grains: 15.32 microohm cm
transverse modes, area term: 578
modes lost at the boundary: 26
fraction of modes lost: 4.5 %
room temperature: 298 K
working temperature tried: 378 K
mean free path when hot: 31.5 nm
bulk resistivity rise when hot: 26.8 %
wire resistivity rise when hot: 4.1 %
every check passed
```
